# Partial Fermi-level pinning at a metal–silicon contact with a thin layer

## Problem

A metal faces n-type silicon across a layer of thickness $\delta=0.5$ nm. The layer is vacuum-like: it holds no charge and its relative permittivity is 1. On its silicon side lie interface states with the constant density $D=10^{13}$ per cm² per eV throughout the silicon gap. They exchange electrons with the metal and share its Fermi level.

The barrier $\Phi_B$ is the height of the silicon conduction edge above the Fermi level, taken at the interface. The pinning parameter is its slope against the metal work function $\Phi_M$,

$$S=\frac{d\Phi_B}{d\Phi_M},$$

with the silicon, the layer and the states held fixed. $S=1$ means that the barrier follows the work function fully, $S=0$ that it does not respond.

(a) Estimate $S$ by scaling. (b) Derive $S$, neglecting the depletion charge of the silicon, and show that it is about 0.53. (c) Find the barriers for work functions of 4.2, 4.6 and 5.0 eV. (d) Internal photoemission measures the photon energy needed to lift electrons from the metal over the barrier. How close is the slope of this threshold to $S$?

For (c) and (d), take rough silicon values: electron affinity $\chi=4.05$ eV, gap 1.12 eV, and a neutrality level of the states $\Phi_N=0.82$ eV below the conduction edge. States below the neutrality level are donors, positive when empty; those above it are acceptors, negative when filled. The temperature is 300 K.

The algebra is in atomic units, where the elementary charge is 1 and Gauss's law reads: flux equals $4\pi$ times enclosed charge.

## Estimate by scaling

If the barrier shifts by an energy $b$, the Fermi level sweeps across about $Db$ states per area. Their charge and its counter-charge on the metal form a dipole layer, which shifts the energies by about $4\pi\delta Db$. The ratio of this shift to $b$ is the dimensionless number

$$g=4\pi D\delta .$$

In atomic units $D$ is about 0.008 and $\delta$ about 9, so $g\approx 13\times0.008\times9\approx0.9$. This is of order one. A change of work function is therefore shared in comparable parts between the barrier and the dipole, and the estimate is $S\approx1/2$.

## Solution within the model

**Energies.** Start at the common Fermi level. Just outside the metal, the vacuum level lies $\Phi_M$ above it. At the silicon surface one climbs $\Phi_B$ to the conduction edge and then $\chi$ to the vacuum level. The fall of the vacuum level from metal to silicon is therefore

$$\Delta=\Phi_M-\chi-\Phi_B. \tag{1}$$

**Charge of the states.** Let $E_V$, $E_C$, $E_N$ and $E_F$ be the valence edge, conduction edge, neutrality level and Fermi level at the interface, and $f$ the Fermi function. Empty donors count $+1$ and filled acceptors $-1$, so the charge per area is

$$\sigma=D\int_{E_V}^{E_N}(1-f)\,dE-D\int_{E_N}^{E_C}f\,dE
=D(E_N-E_V)-D\int_{E_V}^{E_C}f\,dE .$$

The remaining integral is elementary:

$$\int_{E_V}^{E_C}\! f\,dE=E_F-E_V+kT\ln\frac{1+e^{-(E_F-E_V)/kT}}{1+e^{-(E_C-E_F)/kT}} .$$

The logarithm is negligible when the Fermi level is several $kT$ from both edges. Then $\sigma=D(E_N-E_F)$. Since $E_F=E_C-\Phi_B$ and $E_N=E_C-\Phi_N$,

$$\sigma=D(\Phi_B-\Phi_N). \tag{2}$$

The sign is as it should be: a barrier smaller than $\Phi_N$ puts the Fermi level above neutrality, acceptors fill, and $\sigma$ is negative.

**Dipole.** With depletion charge neglected, the metal carries $-\sigma$. Let $z$ run from metal to silicon. The field vanishes inside the metal, so a Gauss box around the metal's surface charge gives the field $-4\pi\sigma$ in the layer. The electric potential rises by $4\pi\sigma\delta$ from metal to silicon. An electron has charge $-1$, so its energy falls by the same amount:

$$\Delta=4\pi\delta\sigma. \tag{3}$$

**Barrier and slope.** Insert (2) into (3) and equate the result to (1):

$$\Phi_M-\chi-\Phi_B=g(\Phi_B-\Phi_N).$$

Collecting the terms in $\Phi_B$ gives $(1+g)\Phi_B=\Phi_M-\chi+g\Phi_N$. Division by $1+g$, with $g/(1+g)=1-1/(1+g)$, yields

$$\Phi_B=S(\Phi_M-\chi)+(1-S)\Phi_N,\qquad
S=\frac{1}{1+4\pi D\delta}. \tag{4}$$

The factor $S$ in (4) is indeed the slope $d\Phi_B/d\Phi_M$, because $\chi$, $\Phi_N$ and $g$ are fixed. In SI units $4\pi D\delta$ becomes $e^2D\delta/\varepsilon_0$, with $D$ per area and joule.

The mechanism is a negative feedback. A larger work function raises the barrier, which lowers the Fermi level relative to the states. They lose electrons and become more positive. This lowers electron energies on the silicon side and takes back part of the rise.

**Numbers.** One bohr is 0.05292 nm and one hartree is 27.211 eV. Since $10^{13}$ per cm² is 0.1 per nm²,

$$D=0.1\times(0.05292)^2\times27.211=0.00762,\qquad
\delta=\frac{0.5}{0.05292}=9.449 .$$

Hence $g=4\pi\times0.00762\times9.449=0.905$ and

$$S=\frac{1}{1.905}=0.525,$$

which is the value of about 0.53 that was to be shown.

**Limits.** For $g\ll1$, $S\approx1-g$ and the barrier tends to $\Phi_M-\chi$: there are too few states to build a dipole. For $g\gg1$, $S\approx1/g$ and the barrier tends to $\Phi_N$: a small departure from neutrality supplies all the dipole needed. The midpoint $S=1/2$ lies at $g=1$, which for this layer means $D=1.1\times10^{13}$ per cm² per eV.

Equation (4) was tested against a numerical model that integrates the Fermi occupation over the gap, integrates Poisson's equation through two narrow charge sheets, and finds the barrier by root search. The slopes agreed within $10^{-4}$ for five densities from $10^{11}$ to $10^{15}$ per cm² per eV, each with thicknesses of 0.3, 0.5 and 1.0 nm and layer permittivities of 1 and 3.9. For permittivity $\kappa$, the field in the layer is divided by $\kappa$, so $g$ becomes $g/\kappa$.

## Barriers for three metals

For $\Phi_M=4.6$ eV, equation (4) gives

$$\Phi_B=0.525\times0.55+0.475\times0.82=0.678\ \text{eV}.$$

The state charge is $10^{13}\times(0.678-0.82)=-1.42\times10^{12}$ elementary charges per cm². Equation (1) gives $\Delta=0.55-0.678=-0.128$ eV, and (3) gives the same: $0.905\times(-0.1418)=-0.128$ eV. Over 0.5 nm this is a field of 2.6 MV/cm. The other metals follow in the same way.

| $\Phi_M$ (eV) | $\Phi_B$ (eV) | $\sigma$ ($10^{12}$/cm²) | $\Delta$ (eV) |
|---|---|---|---|
| 4.2 | 0.468 | −3.52 | −0.318 |
| 4.6 | 0.678 | −1.42 | −0.128 |
| 5.0 | 0.888 | 0.68 | 0.062 |

From the first row to the last, the work function rises by 0.80 eV. The barrier takes 0.42 eV of this and the dipole 0.38 eV. The charge changes sign at $\Phi_M=\chi+\Phi_N=4.87$ eV, where the barrier equals $\Phi_N$ whatever the density of states.

In the last row the Fermi level is $1.12-0.888=0.23$ eV above the valence edge, about nine times $kT$. The logarithm dropped from the charge integral is then of order $e^{-9}$, so (2) holds well for all three metals.

## Slope of the photoemission threshold

Two corrections to the threshold slope are treated here. Both involve the depletion charge, so a doping must be chosen: $N=10^{16}$ donors per cm³, for which the bulk conduction edge lies 0.205 eV above the Fermi level.

**Depletion charge.** Let $v$ be the upward bending of the conduction edge and $\varepsilon$ the relative permittivity of silicon. Fixed donors and mobile electrons give

$$v''=\frac{4\pi N}{\varepsilon}\left(1-e^{-v/kT}\right).$$

Multiply by $v'$ and integrate from the bulk, where $v=v'=0$, to the interface, where $v=v_0$. For $v_0\gg kT$ the result is $F^2/2=(4\pi N/\varepsilon)\,U$, where $F$ is the magnitude of $v'$ at the interface and $U=v_0-kT$. Gauss's law gives $F=4\pi Q/\varepsilon$ for the depletion charge $Q$ per area, so

$$Q=\sqrt{\frac{\varepsilon NU}{2\pi}},\qquad \frac{dQ}{d\Phi_B}=\frac{Q}{2U}. \tag{5}$$

The derivative uses the fact that $U$ and $\Phi_B$ differ by a constant. The metal must now balance $\sigma+Q$, and (3) becomes $\Delta=4\pi\delta(\sigma+Q)$. Differentiating this and (1) with respect to $\Phi_M$, and writing $S'$ for the new slope, gives

$$1-S'=4\pi\delta\left(D+\frac{Q}{2U}\right)S',\qquad
S'=\frac{1}{1+4\pi\delta\,(D+Q/2U)} .$$

Depletion thus acts as an added density of states. At $\Phi_M=4.6$ eV, $Q=2.4\times10^{11}$ per cm². The barrier drops by 0.011 eV to 0.667 eV, so $U=0.667-0.205-0.026=0.436$ eV. The added density is $2.7\times10^{11}$ per cm² per eV, about 3% of $D$, and $S'=0.518$.

**Image force.** An electron in the silicon at distance $x$ from the metal is attracted by its image. Relative to the conduction edge at the interface, its energy is

$$E(x)=-\frac{1}{4\varepsilon x}-Fx .$$

This takes the field as constant near the interface and leaves the layer out of the image force, as if the metal touched the silicon. It therefore gives only a bound. For a given flux the field in the layer is $\varepsilon\approx11.7$ times that in silicon, so for an electron far from it the layer counts like about 6 nm of silicon. In detail, a metal at the interface reflects each lateral Fourier component $k$ of the electron's potential with the factor $-1$. With the layer in between, the factor is $-(\coth k\delta-\varepsilon)/(\coth k\delta+\varepsilon)$, which lies between $-1$ and $1$. At every $x$ the true image energy is thus no deeper, and the true pull towards the metal no stronger, than in $E(x)$. The true barrier top is then no lower than that of $E(x)$ and no farther from the interface.

Setting $E'(x)=0$ gives $x=1/(2\sqrt{\varepsilon F})$. Both terms then equal $-\tfrac12\sqrt{F/\varepsilon}$, so the barrier top is lowered by

$$\lambda=\sqrt{F/\varepsilon}. \tag{6}$$

Here $F=0.037$ MV/cm and $\lambda=0.021$ eV, with the top 2.9 nm from the interface. The threshold is therefore at least $0.667-0.021=0.646$ eV. Electrons lifted to this energy must still tunnel through the layer, which weakens the signal.

Since $F\propto U^{1/2}$, $\lambda\propto U^{1/4}$ and $d\lambda/d\Phi_B=\lambda/(4U)=0.012$. Without the layer in the image force, the threshold slope would be $0.518\times(1-0.012)=0.512$.

With the layer the correction is smaller. A small change $dF$ lowers the barrier top by $x\,dF$, where $x$ is the position of the top, and $dF/d\Phi_B=F/(2U)$. The slope is then $S'(1-xF/2U)$, with $x$ between 0 and 2.9 nm, so it lies between 0.512 and 0.518. Close to the layer large $k$ dominate, the reflection factor is positive, and the image repels the electron. For this layer the classical energy then rises all the way to the interface, which favours the upper value. It lies about 0.025 eV above the interface conduction edge at $x=0.5$ nm and grows without bound as $x\to0$. The continuum picture therefore has no finite top here and does not fix the threshold itself; 0.646 eV is only a lower bound. For this doping and work function, the two corrections together put the threshold slope about 1.3% to 2.5% below the $S$ of equation (4), relative to that $S$.

## Comparison of estimate and solution

The scaling estimate of 1/2 is 5% below the model value of 0.525, relative to the latter. It works because $g$ is close to 1. The limiting formulas are useless here: $1-g$ gives 0.10 and $1/g$ gives 1.11. The charge must be found together with the barrier that it changes.

The solution also shows how sensitive the number is. Differentiating $S=1/(1+g)$ gives

$$\frac{dS}{d\ln g}=-\frac{g}{(1+g)^2}=-S(1-S),$$

which has its largest magnitude, 1/4, at $S=1/2$. This contact lies almost at that point, so a 10% change of $D$ or $\delta$ moves $S$ by about 0.025. Thicknesses of 0.45 and 0.55 nm, with all else fixed, give 0.55 and 0.50. An uncertainty of 0.05 nm is hard to avoid, since $\delta$ is the distance between the centres of two charge distributions of atomic width.

A density that varies with energy also matters. If $D$ is kept at the neutrality level but rises quadratically away from it, doubling at a distance of 0.4 eV, then $S=0.49$ at $\Phi_M=4.6$ eV. The slope depends on the density near the Fermi level, which is now larger than $D$. Temperature matters far less: for constant $D$ and fixed silicon parameters, Fermi smearing at 400 K changes $S$ by less than $10^{-6}$ at $\Phi_M=4.2$ and 4.6 eV, and by about $3\times10^{-4}$ at 5.0 eV, where the Fermi level is closer to the valence edge.

The states must also reach equilibrium with the metal. A numerical solution of the Schrödinger equation at the Fermi level, with a kinetic energy of 5 eV on both sides, gives the layer a transmission of $6\times10^{-5}$. With a round attempt rate of $10^{13}$ per second, the exchange time is about 2 ns. This is a rough figure. It treats the silicon side as a free-electron medium, although the Fermi level lies in the gap, and it omits the image force inside the layer, which lowers the barrier and can raise the transmission by a factor of order 100. Faster exchange only strengthens the conclusion that the states are in equilibrium with the metal in a steady measurement.

## The model beside real contacts

The permittivity of 1 suits an empty gap, not a solid layer such as an oxide. With the bulk oxide value of about 3.9, and $D$ and $\delta$ unchanged, $g$ falls to $0.905/3.9=0.232$ and $S$ rises to 0.81. This change is larger than those found above for thickness, depletion, image force, an energy-dependent density and temperature, although a bulk permittivity is itself doubtful for a layer two or three atoms thick. The chosen density is far above that of a well-passivated interface between silicon and thermal oxide, roughly $10^{10}$ per cm² per eV. Metals in direct contact with silicon, on the other hand, show stronger pinning, with reported slopes of roughly 0.1 to 0.3. With the vacuum-like layer, the model needs a density of about $3\times10^{13}$ per cm² per eV for $S=0.27$, and $g=9$, or a density near $10^{14}$ per cm² per eV, for $S=0.1$. The value 0.53 thus belongs to the stated density, thickness and permittivity together, and is not a general property of silicon contacts. The numerical output below lists the values used.

## Calculated quantities

```
interface state density D: 1.0e+13 /cm2/eV
layer thickness: 0.50 nm
D in atomic units: 0.007620 /(bohr2 hartree)
thickness in atomic units: 9.4486 bohr
4 pi D delta: 0.9048 (no unit)
pinning parameter S, formula: 0.5250 (no unit)
pinning parameter S, numerical model: 0.5250 (no unit)
density at which S = 1/2: 1.105e+13 /cm2/eV
electron affinity, rough: 4.05 eV
band gap, rough: 1.12 eV
conduction edge minus neutrality level, rough: 0.82 eV
temperature: 300 K
work function 4.2 eV: barrier 0.468 eV
  state charge: -3.518 1e12 e/cm2
  vacuum-level fall, metal to silicon: -0.318 eV
  field strength in layer: 6.36 MV/cm
work function 4.6 eV: barrier 0.678 eV
  state charge: -1.418 1e12 e/cm2
  vacuum-level fall, metal to silicon: -0.128 eV
  field strength in layer: 2.56 MV/cm
work function 5.0 eV: barrier 0.888 eV
  state charge: 0.682 1e12 e/cm2
  vacuum-level fall, metal to silicon: 0.062 eV
  field strength in layer: 1.23 MV/cm
Neglected effects, at work function 4.6 eV:
S with layer permittivity 3.9: 0.812 (no unit)
S with thickness 0.45 nm: 0.551 (no unit)
S with thickness 0.55 nm: 0.501 (no unit)
doping: 1.0e+16 /cm3
effective conduction density, rough: 2.8e+19 /cm3
bulk conduction edge minus Fermi level: 0.205 eV
depletion charge: 0.237 1e12 e/cm2
density added by depletion: 2.72e+11 /cm2/eV
barrier change from depletion: -0.0113 eV
S with depletion: 0.518 (no unit)
field in silicon at interface: 0.0367 MV/cm
image-force lowering: 0.0213 eV
distance of barrier top: 2.89 nm
photoemission threshold: 0.646 eV
slope of threshold, depletion and image: 0.512 (no unit)
U-shaped density doubles at distance: 0.4 eV
S with U-shaped density: 0.494 (no unit)
change of S by Fermi smearing at 400 K: 6.8e-07 (no unit)
kinetic energy beside layer: 5.0 eV
tunnel transmission of layer: 6.26e-05 (no unit)
attempt rate, round: 1e+13 /s
rough exchange time with metal: 1.60 ns
```
